# Silanols stranded by random irreversible condensation on a line

Two silanols in an organosilicate network can condense into a siloxane bridge and release water:

\[
\equiv\!\mathrm{Si{-}OH}+\mathrm{HO{-}Si}\!\equiv\;\longrightarrow\;\equiv\!\mathrm{Si{-}O{-}Si}\!\equiv+\,\mathrm{H_2O}.
\]

Consider an infinite line of equally spaced sites, each carrying at most one silanol. A silanol can condense once, with the silanol on its left or on its right. Every pair of adjacent unreacted silanols condenses at the same rate \(k\), independently of all other pairs. Bridges do not reopen and silanols do not move. A silanol is called stranded when it is unreacted and has no unreacted neighbour, because it can then never react. The problem is to find how many silanols end up stranded, and what that number depends on.

## (a) How does the number of unreacted runs change in time?

*Let \(P_n(t)\) be the probability that \(n\) given consecutive sites all hold unreacted silanols. The starting arrangement is statistically the same everywhere along the line. Find the equation for \(dP_n/d\tau\), with \(\tau=kt\).*

**Solution.** Unreacted silanols are never created, so \(P_n\) can only fall. A run of \(n\) unreacted sites is destroyed in two ways.

- One of the \(n-1\) adjacent pairs inside the run condenses. Each does so at rate \(k\), which contributes \(-(n-1)kP_n\).
- A silanol at one end of the run condenses with its neighbour outside. That neighbour must be unreacted too, so \(n+1\) consecutive sites must be unreacted, which has probability \(P_{n+1}\). The two ends contribute \(-2kP_{n+1}\).

Dividing by \(k\) gives

\[
\frac{dP_n}{d\tau}=-(n-1)P_n-2P_{n+1},\qquad n\ge 1 .
\]

No correlation has been neglected. The price is that each equation refers to the next one, so the whole chain must be solved together.

## (b) Solve the chain of equations

*Express \(P_n(\tau)\) through the starting values \(P_n(0)\), and show that the solution is unique.*

**Solution.** The first term on the right is simple decay. It is removed by defining \(Q_n=e^{(n-1)\tau}P_n\):

\[
\frac{dQ_n}{d\tau}=(n-1)Q_n+e^{(n-1)\tau}\left[-(n-1)P_n-2P_{n+1}\right]=-2e^{(n-1)\tau}P_{n+1}.
\]

Since \(P_{n+1}=e^{-n\tau}Q_{n+1}\), the right side is \(-2e^{-\tau}Q_{n+1}\). Now let \(u=1-e^{-\tau}\), so that \(du/d\tau=e^{-\tau}\). The exponential cancels:

\[
\frac{dQ_n}{du}=-2Q_{n+1}.
\]

Here \(u\) runs from 0 to 1 as time runs from zero to infinity. Integrating once gives \(Q_n(u)=Q_n(0)-2\int_0^uQ_{n+1}(v)\,dv\). Inserting the same formula for \(Q_{n+1}\), and repeating until \(M\) integrations have been made, gives

\[
Q_n(u)=\sum_{m=0}^{M-1}\frac{(-2u)^m}{m!}Q_{n+m}(0)+R_M,
\]

\[
R_M=(-2)^M\int_0^u\frac{(u-v)^{M-1}}{(M-1)!}\,Q_{n+M}(v)\,dv .
\]

A probability is at most 1, so \(Q_{n+M}\le e^{(n+M-1)\tau}\) throughout the integration range. The remaining integral is \(u^M/M!\), and therefore

\[
|R_M|\le\frac{(2u)^M}{M!}\,e^{(n+M-1)\tau}.
\]

At fixed \(\tau\) the factorial outgrows the powers and \(R_M\to0\) as \(M\to\infty\). With \(Q_n(0)=P_n(0)\), the unique solution is

\[
P_n(\tau)=e^{-(n-1)\tau}\sum_{m=0}^{\infty}\frac{(-2u)^m}{m!}\,P_{n+m}(0).
\]

## (c) What fraction is stranded?

*Let each site hold a silanol with probability \(p\), independently of the others. The remaining sites carry methyl groups, which do not react. Find the unreacted fraction of the silanols at time \(t\) and its final value. Then set \(p=1\).*

**Solution.** Now \(P_n(0)=p^n\), and the sum is an exponential series:

\[
P_n(\tau)=p^ne^{-(n-1)\tau}\sum_{m=0}^{\infty}\frac{(-2pu)^m}{m!}
=p^n e^{-(n-1)\tau}e^{-2pu}.
\]

The unreacted fraction of the silanols is \(P_1/p\), since a fraction \(p\) of the sites held silanols at the start:

\[
\frac{P_1}{p}=\exp\!\left[-2p\left(1-e^{-kt}\right)\right]\;\longrightarrow\;e^{-2p}\qquad(t\to\infty).
\]

In the same limit \(P_2=p^2e^{-\tau}e^{-2pu}\to0\). No adjacent unreacted pairs remain, so all the survivors are stranded. On a full line, \(p=1\), the stranded fraction is

\[
e^{-2}=0.1353,
\]

or 13.5 percent. Each bridge uses two silanols, so the number of bridges per silanol is \((1-0.1353)/2=0.432\), against 0.5 for complete condensation. No reverse reaction is needed to leave the network incomplete: a silanol is lost to the reaction when both its neighbours have bonded elsewhere.

For small \(p\) the result becomes \(1-2p\). This is as expected, because a silanol then has a neighbour with probability close to \(2p\), and such an isolated pair eventually reacts.

The time law can be compared with the full set of rate equations for a closed ring of 14 sites, solved numerically. At \(kt=2\) and \(p=1\), the formula and the ring both give 0.177403.

## (d) Obtain the same number from finite lines

*Let \(S_N\) be the mean number of silanols finally stranded on an open line of \(N\) silanols. Find \(S_N\) and its form for large \(N\).*

**Solution.** An empty line strands none and a single silanol is stranded, so \(S_0=0\) and \(S_1=1\). For \(N\ge2\), the first bridge is equally likely to form at any of the \(N-1\) pairs. It leaves \(j\) silanols on one side and \(N-2-j\) on the other, and the two pieces no longer influence each other. Averaging over \(j\),

\[
S_N=\frac{1}{N-1}\sum_{j=0}^{N-2}\left(S_j+S_{N-2-j}\right),
\qquad
(N-1)S_N=2\sum_{j=0}^{N-2}S_j ,
\]

because the two sums contain the same terms in opposite order. For example, \(S_2=0\), \(S_3=1\) and \(S_4=\tfrac23\).

Define \(G(x)=\sum_N S_Nx^N\), multiply the recurrence by \(x^N\) and sum over \(N\). The left side becomes \(xG'-G\). On the right, each \(S_j\) appears for all \(N\ge j+2\), which gives the factor \(x^2+x^3+\dots=x^2/(1-x)\):

\[
xG'-G=\frac{2x^2}{1-x}\,G,
\qquad
\frac{G'}{G}=\frac1x+\frac{2x}{1-x}=\frac1x-2+\frac{2}{1-x}.
\]

Integration gives \(\ln G=\ln x-2x-2\ln(1-x)+C\). Near \(x=0\), \(G\approx S_1x=x\), so \(C=0\) and

\[
G(x)=\frac{x\,e^{-2x}}{(1-x)^2}.
\]

Since \(x/(1-x)^2=\sum_r r\,x^r\), the coefficient of \(x^N\) is

\[
S_N=\sum_{m=0}^{N-1}(N-m)\frac{(-2)^m}{m!}.
\]

For large \(N\) the sum may be extended to infinity. The two pieces are \(N\sum_m(-2)^m/m!=Ne^{-2}\) and \(-\sum_m m(-2)^m/m!=2e^{-2}\), so

\[
S_N\simeq(N+2)\,e^{-2}.
\]

The part proportional to \(N\) reproduces the infinite line. The two ends together add \(2e^{-2}\). This is a net effect: an end silanol has only one possible partner and is stranded more often than one in the interior, while the silanol next to it is never stranded, because the end silanol can react with no other. The approach is fast: at \(N=6\) the recurrence gives 1.067 and the large-\(N\) form 1.083, and at \(N=20\) both give 2.9774.

## (e) Which features of the rates matter?

*Find the range of stranded fractions that a full line could reach if the bridges formed in an arbitrary order. Then decide whether the random result survives (i) a random spread of pair rates and (ii) rates that depend on whether neighbouring silanols have reacted.*

**Solution.** Between two successive stranded silanols there are only reacted ones, joined in adjacent pairs, so their number is even. It cannot be zero, since the two silanols would then be able to react. At least two reacted sites therefore lie between them, stranded silanols are at least three spacings apart, and the stranded fraction cannot exceed \(1/3\). The repeating pattern "bridge, single silanol" reaches \(1/3\), and bridges placed end to end reach 0. The value \(e^{-2}\) thus belongs to random order and is not a bound.

**(i)** Give each pair a clock that rings at a random time. The pair condenses when its clock rings if both silanols are still unreacted. The final pattern depends on the order of the rings and not on the times themselves. Suppose the pair rates differ but are all positive and are drawn independently from one distribution. The ringing times are then also independent and identically distributed, with some continuous probability \(F(t)\) of having rung by time \(t\). For equal rates \(F=1-e^{-kt}=u\). Relabelling each time by its value of \(F\) keeps the order and makes the times uniform between 0 and 1, as \(u\) does for equal rates. Hence, on a full line,

\[
P_1(t)=e^{-2F(t)} .
\]

Since every rate is positive, \(F\) tends to 1 at long times. The spread therefore changes the time course but not the final \(e^{-2}\). If some pairs could never react, \(F\) would stay below 1 and more silanols would be left.

**(ii)** Let each reacted neighbour of a pair multiply its rate by \(r\). Now the order itself is biased. Take a gap of four silanols between reacted sites. The two end pairs have relative rate \(r\) and the middle pair has 1. An end pair leaves two silanols that can still react together, while the middle pair strands two. The mean number stranded is

\[
2\times\frac{1}{1+2r},
\]

which is \(2/3\) for \(r=1\), 1 for \(r=\tfrac12\) and 0.4 for \(r=2\). For a long gap the same averaging, with weight \(r\) on the two end pairs, gives a stranded fraction of 0.155 for \(r=\tfrac12\) and 0.115 for \(r=2\). Both values differ from \(e^{-2}\), so the random result does not survive this dependence on the reacted surroundings.

## (f) A row of silanols during a thermal cure

*Take a full row with spacing 0.5 nm on a pore wall of a porous organosilicate (SiCOH) film, cured dry at 673 K for 300 s with \(k=0.02\ \mathrm{s^{-1}}\). Find the unreacted fraction at the end of the cure and the spacing of the stranded silanols. Would a longer cure help? What changes at 623 K if the barrier is 1.0 eV?*

**Solution.** At the end of the cure \(kt=0.02\times300=6.0\), and

\[
P_1=\exp\!\left[-2\left(1-e^{-6}\right)\right]=0.1360 .
\]

The final value is 0.1353, so a longer cure gains less than 0.001. The probability that two given adjacent sites are both unreacted is down to \(3.4\times10^{-4}\). Most of the change comes early: the unreacted fraction is 0.406 after 30 s and 0.177 after 100 s.

The final density along the row is \(0.1353/(0.5\ \mathrm{nm})=0.271\ \mathrm{nm^{-1}}\). The mean spacing of stranded silanols is its inverse, 3.69 nm, and by part (e) the smallest possible spacing is \(3\times0.5=1.5\) nm. These distances are measured along the undeformed row. A siloxane bridge holds its two silicon atoms only about 0.31 nm apart, so sites 0.5 nm apart can condense only if the wall deforms locally. The model leaves out this movement and its effect on neighbouring pairs.

At 623 K, with the same prefactor, the rate falls to \(0.00501\ \mathrm{s^{-1}}\). After 300 s, \(kt=1.50\) and the unreacted fraction is 0.211. Of these, \(P_1-2P_2+P_3=0.128\) are already stranded and 0.083 still have an unreacted neighbour. Most of the latter will react and about 0.008 will be stranded, so given time the row would reach the same final value, 0.1353. In this model temperature sets how soon the limit is reached, not where it lies. The assumed rate and barrier imply a prefactor of about \(6\times10^{5}\ \mathrm{s^{-1}}\), far below the \(10^{13}\ \mathrm{s^{-1}}\) or so usual for a single elementary step. The 1.0 eV is therefore an effective barrier, and a higher one would slow the cooler cure more.

## (g) How far do the neglected effects move the number?

*Change one assumption at a time, keep the other values of part (f), and judge what the result says about a real film.*

**Solution.** The strengths below are assumed for the purpose of sizing. They are not measured values.

**Methyl groups.** With methyl on a quarter of the sites, \(p=0.75\) and the stranded fraction of the silanols rises to \(e^{-1.5}=0.223\). Of all silanols, \((1-p)^2=0.0625\) had no neighbour from the start. The other 0.16 lost their partners during the reaction.

**Short rows.** For rows of 20 silanols, \(S_{20}/20=2.9774/20=0.149\).

**Spread of barriers.** A Gaussian spread with standard deviation 0.1 eV, at fixed median rate, leaves \(0.176\) unreacted after 300 s in a simulated ring of 400,000 sites. The final value there is \(0.1347\pm0.0004\), consistent with \(e^{-2}\) as part (e) requires. The slow pairs delay the limit well beyond the nominal cure.

**Second neighbours.** If silanols two spacings apart also condense, at one tenth of the rate, the simulated final fraction is \(0.1276\pm0.0004\). Averaging exactly over all orders of reaction on open rows of up to 20 sites gives 0.1284 per added site, about 5 percent below \(e^{-2}\) in relative terms. The effect acts by competition during the reaction. Switched on after a full row has finished, it would do nothing, because no two stranded silanols are then closer than three spacings.

**Reopening by residual water.** Let bridges reopen at \(10^{-5}\ \mathrm{s^{-1}}\). Over the 300 s cure the unreacted fraction changes by only \(+2\times10^{-4}\). Over a hold of \(10^5\) s at the same temperature it falls to 0.096 on a ring of 12 sites and 0.098 on a ring of 14, which suggests about 0.10 for a long row. Two ring sizes indicate the finite-size error but do not bound it. Slow reopening thus lowers the number of survivors here. When a bridge with a stranded silanol on each side reopens, four adjacent silanols are free, and by part (d) they leave on average \(S_4=2/3\) stranded instead of 2.

**The real film.** The cure temperature and time, the rate, the barrier and the spacing are all round assumptions. A real pore wall also departs from the model in its geometry: its silanols form an irregular two-dimensional arrangement, with varying numbers of possible partners, and some silicon atoms carry more than one hydroxyl. Each bridge also strains the wall around it, which can make the rates of nearby pairs depend on what has already reacted, as in case (ii) of part (e). The effects of geometry and strain have not been calculated here. Counted per silanol present at the start, and with the strengths and times assumed here, interruption by methyl gives the largest change, from 0.135 to 0.223. Counted per site it does not, because methyl also removes silanols: the stranded number is \(pe^{-2p}=0.167\) per site, a rise of only 0.032, less than the 0.040 added by the spread of barriers at the end of the cure. No ranking here is general: reopening would also lower the unreacted fraction further during a longer hold. The value \(e^{-2}\) is therefore a result for a full line with random, unbiased condensation, and not a prediction of the silanol content of a film. What the model does show is that fixed positions and irreversible pairing in random order are enough to leave some silanols unreacted, with no reverse reaction at all. Whether this is the main cause in a given film is a separate question. The numerical output lists the main values used above.

## Table of computed values

```
stranded fraction exp(-2): 0.135335 (13.53 percent)
links formed per silanol: 0.4323
simulated stranded fraction: 0.1362 +/- 0.0005
simulated ring length: 400000 sites
closest stranded silanols in simulation: 3 sites apart
unreacted at k*t = 2, formula: 0.177403
unreacted at k*t = 2, ring of 14: 0.177403
open line N = 3: S_N = 1.0000, (N+2)exp(-2) = 0.6767
open line N = 4: S_N = 0.6667, (N+2)exp(-2) = 0.8120
open line N = 5: S_N = 1.0000, (N+2)exp(-2) = 0.9473
open line N = 6: S_N = 1.0667, (N+2)exp(-2) = 1.0827
open line N = 20: S_N = 2.9774, (N+2)exp(-2) = 2.9774
example spacing: 0.5 nm
example cure: 673 K for 300 s
example pair rate k: 0.02 1/s
example k*t at end of cure: 6.00
unreacted fraction at 10 s: 0.6959
unreacted fraction at 30 s: 0.4056
unreacted fraction at 100 s: 0.1774
unreacted fraction at 300 s: 0.1360
pairs still able to react at end of cure, per site: 3.37e-04
final stranded line density: 0.271 per nm
final mean spacing of stranded silanols: 3.69 nm
closest possible stranded silanols: 1.5 nm
assumed barrier: 1.0 eV
pair rate at 623 K: 0.00501 1/s
unreacted after 300 s at 623 K: 0.2111
site filling with methyl on the rest: 0.75
stranded fraction of silanols at that filling: 0.2231
of which never had a neighbour: 0.0625
stranded fraction on rows of 20: 0.1489
stranded, rate halved per reacted neighbour: 0.1546
stranded, rate doubled per reacted neighbour: 0.1147
second-neighbour relative rate: 0.1
stranded with second neighbours: 0.1276 +/- 0.0004
barrier spread (standard deviation): 0.1 eV
with spread, final: 0.1347 +/- 0.0004
with spread, end of cure: 0.1759 +/- 0.0005
assumed link reopening rate: 1e-05 1/s
change of unreacted fraction by reopening in cure: +2.1e-04
unreacted with reopening after 100000 s, ring of 12: 0.0955
unreacted with reopening after 100000 s, ring of 14: 0.0975
```
